Sum Rules for X-ray Magnetic Circular Dichroism: Derivation and Limits, part 2

Integrated x-ray magnetic circular dichroism is to be related to ground-state moments. A dipole transition lifts an electron from a full core shell c into a valence shell l = c ± 1 with n electrons and n_h = 4l + 2 − n holes. Angular momenta are in units of ħ. The dipole component C_q raises m by q, with one radial integral throughout. With a†_u creating a valence electron and b_μ destroying a core electron, the initial state |g⟩ obeys b†_ν b_μ|g⟩ = δ_νμ|g⟩ and

I_q = Tr A − ⟨Â⟩,  A = C_q C_q†,  Â = Σ_(uv) A_(uv) a†_u a_v.  (1)

P_± project on core levels j_± = c ± ½, assumed unmixed. With Δ^j = I_(+1)^j − I_(−1)^j, I = N n_h, N = l_>/(2l+1) and l_> = max(l, c),

ρ = (Δ⁺ + Δ⁻)/I,  δ = [Δ⁺ − ((c + 1)/c) Δ⁻]/I,

ρ = −α ⟨Lz⟩/n_h.  (8)

δ = −(β ⟨Sz⟩ + γ ⟨Tz⟩)/n_h.  (9)

T sums t = s − 3 r̂ (r̂·s) over the valence electrons. The constants β and γ remain to be found. With ℓ acting on the core,

A_iso = Σ_q C_q C_q†,  A_orb = Σ_q q C_q C_q†,

B = (2/c) Σ_q q C_q (ℓ·s) C_q† = N (β s_z + γ t_z).

The transition weights w_q(m) = |⟨l m|C_q|c, m − q⟩|² and α are, with d = (2l−1)(2l+1) and d′ = (2l+1)(2l+3),

c = l − 1:  w_± = (l±m)(l±m−1)/(2d),  w₀ = (l² − m²)/d,  α = 1/l,

c = l + 1:  w_± = (l∓m+1)(l∓m+2)/(2d′),  w₀ = ((l+1)² − m²)/d′,  α = −1/(l+1).

Reduced matrix elements, for photon rank x, core operator Y of rank y and total rank r, follow from

⟨j m|T^k_q|j′ m′⟩ = (−1)^(j−m) (j k j′; −m q m′) ⟨j‖T‖j′⟩,

R_xyr = −√((2x+1)(2r+1)) ⟨l‖C¹‖c⟩² ⟨c‖Y‖c⟩ {c 1 l; c 1 l; y x r},  (7)

⟨l‖C¹‖c⟩² = l_>,

N β = 2√2 R₁₁₀/(c √(3(2l+1))),  N γ = 2 R₁₁₂/(√3 c ⟨l‖C²‖l⟩).

A program checks the results.

Q. And β and γ for general l?

A. Recoupling has shown that B contains these two operators and nothing else, so the diagonal elements in |m, σ⟩ are enough to fix both constants. Terms with κ = ±1 flip the spin and have no diagonal elements, in B as in t_z. The diagonal element of t_z is σ t_m with t_m = ⟨l m|1 − 3cos²θ|l m⟩. Inserting the intermediate states l − 1 and l + 1 adds the two w₀:

⟨cos²θ⟩ = (l² − m²)/d + ((l+1)² − m²)/d′.

Over the common denominator (2l−1)(2l+1)(2l+3) the numerator is (2l³ + 3l²) + (2l³ + 3l² − 1) − m²(4l+2), and 4l³ + 6l² − 1 = (2l+1)(2l² + 2l − 1). Hence ⟨cos²θ⟩ = (2l² + 2l − 1 − 2m²)/[(2l−1)(2l+3)], and with (2l−1)(2l+3) = 4l² + 4l − 3,

t_m = 2 [3m² − l(l+1)]/[(2l−1)(2l+3)].  (10)

The diagonal element of B is (2/c) σ G(m), where each weight is multiplied by q and by the core projection m − q:

G(m) = (m−1) w₊ − (m+1) w₋ = m (w₊ − w₋) − (w₊ + w₋).

The condition is (2/c) G(m) = N(β + γ t_m) for all m.

For c = l − 1, G = [m²(2l−1) − l² + l − m²]/d = (l−1)(2m² − l)/d. Dividing by N = l/(2l+1) gives

β + γ t_m = 2(2m² − l)/[l(2l−1)].

The m² terms give 6γ/[(2l−1)(2l+3)] = 4/[l(2l−1)], so γ = 2(2l+3)/(3l). The constant terms give β = −2/(2l−1) + 2l(l+1)γ/[(2l−1)(2l+3)] = [−6 + 4(l+1)]/[3(2l−1)] = 2/3.

For c = l + 1, G = −[m²(2l+4) + (l+1)(l+2)]/d′ = −(l+2)(2m² + l + 1)/d′. Dividing by N = (l+1)/(2l+1) gives

β + γ t_m = −2(l+2)(2m² + l + 1)/[(l+1)²(2l+3)].

The m² terms give γ = −2(l+2)(2l−1)/[3(l+1)²]. The constant terms give β = −{2(l+2)/[(l+1)(2l+3)]}(1 + 2l/3) = −2(l+2)/[3(l+1)].

Both cases are contained in

β = [l(l+1) − 2 − c(c+1)]/(3c),

γ = {l(l+1)[l(l+1) + 2c(c+1) + 4] − 3(c−1)²(c+2)²}/[6 l c (l+1)].

The numerator of β is 2l − 2 for c = l − 1 and −2l − 4 for c = l + 1, which reproduces the two values. For c = l − 1 the numerator of γ is (l+1)[3l³ − l² + 4l − 3(l³ − 3l² + 4)] = 4(l+1)(2l+3)(l−1). For c = l + 1 it is l[3l³ + 10l² + 15l + 8 − 3l(l+3)²] = −4l(2l−1)(l+2). Division by 6lc(l+1) returns the two results for γ when l ≥ 1; for l = 0 the combined form is 0/0, and t_z vanishes in an s shell.

For d → f the 9j route again agrees. To apply it one needs ⟨l‖C²‖l⟩. From (10), ⟨l m|C²₀|l m⟩ = −t_m/2, and the closed form (−1)^(l−m) (l 2 l; −m 0 m) = [3m² − l(l+1)]/√(l(l+1)(2l−1)(2l+1)(2l+3)) then gives ⟨l‖C²‖l⟩ = −√(l(l+1)(2l+1)/[(2l−1)(2l+3)]), which is −1.36626 for l = 3. The symbols are {2 1 3; 2 1 3; 1 1 0} = −√105/315 and {2 1 3; 2 1 3; 1 1 2} = 2√70/525, and ⟨2‖ℓ‖2⟩ = √30. Then

R₁₁₀ = √3 · 3 · √30 · √105/315 = 0.92582,

R₁₁₂ = −√15 · 3 · √30 · 2√70/525 = −2.02837,

β = 2√2 · 0.92582/(2√21 · 0.42857) = 0.66667,

γ = 2 · 2.02837/(√3 · 2 · 1.36626 · 0.42857) = 2.00000.

For d → f the rules are thus

ρ = −⟨Lz⟩/(3 n_h),  δ = −(2/3) S_eff/n_h,  S_eff = ⟨Sz⟩ + 3⟨Tz⟩.

For p → d the constants are α = 1/2, β = 2/3 and γ = 7/3, so that S_eff = ⟨Sz⟩ + (7/2)⟨Tz⟩. The program asserts the full operator identities for A_iso, A_orb and B, spin-flip elements included, for the six (l, c) pairs, with t_z built from its Cartesian definition and P_± from diagonalization of ℓ·s. It also applies the dipole operator to a random f² state, resolves the edges by counting j = 3/2 core holes in the resulting d⁹f³ vector, and asserts I = N n_h together with (8) and (9).

Q. Give me a case in which I can see the answer without any algebra.

A. Take f¹³ with J = 7/2 and M = −7/2. The single empty orbital is m = +3 with spin up. It can be filled only by q = +1 from the core orbital μ = +2 with spin up, which is the stretched state of j = 5/2. All intensity is I_(+1)^(5/2), so ρ = δ = 1. The rules agree. With ⟨Lz⟩ = −3 and n_h = 1, ρ = 3/3 = 1. For the spin rule, ⟨Sz⟩ = −1/2, and ⟨Tz⟩ is minus the value of the missing electron, −t₃/2 = −(1/2)(2 · 15/45) = −1/3, because T vanishes on a full shell. Then S_eff = −3/2 and δ = 1. Without the Tz term one would have predicted δ = 1/3.

The two rules can also be solved for the single edges:

Δ⁺/I = [(c+1)ρ + cδ]/(2c+1),  Δ⁻/I = c(ρ − δ)/(2c+1).

This form shows what happens when the radial integral differs between the two core levels. The integrated dichroism becomes a sum of Δ⁺ and Δ⁻ with unequal weights, and δ, that is spin and Tz, leaks into the numerator of the orbital rule in proportion to the difference. The denominator I becomes a sum of the two edges with the same unequal weights, which changes the ratio to the same order. A radial integral that depends on the spin of the final orbital, as it can for 5d orbitals polarized by exchange with an open 4f shell, invalidates both rules by a different route: the orbital rule then weights the spin-up and spin-down parts of ⟨Lz⟩ unequally, and B acquires a trace, so the spin rule gains a term that survives even for an empty shell. Transitions out of an open shell, such as 4f → 5d, fail earlier, because b†_ν b_μ|g⟩ = δ_νμ|g⟩ no longer holds and a two-particle correlation function replaces (1).

Q. So the spin rule is one equation for two unknowns. Can ⟨Tz⟩ be calculated independently?

A. It can, in closed form, for the Hund ground term in pure LS coupling. By the Hund term I mean the term of largest S and, among those, largest L. By the Hund level I mean J = |L − S| below half filling and J = L + S above it. These rules are taken here as the definition of the state.

The operator T_i = −3 Σ_electrons Σ_k (r̂_i r̂_k − δ_ik/3) s_k has rank 2 under rotations of all orbital coordinates and rank 1 under rotations of all spins. Within one term |L M_L S M_S⟩ the Wigner–Eckart theorem applies to the two spaces separately. The matrix of T is then proportional to that of any other operator with the same pair of ranks, coupled in the same way. The rank-2 tensor made from L is Q_ik = ½(L_i L_k + L_k L_i) − δ_ik L(L+1)/3, so T_i = 3ξ Σ_k Q_ik S_k with a single constant ξ. Since L and S commute, Σ_k L_i L_k S_k = L_i (L·S) and Σ_k L_k L_i S_k = (L·S) L_i, and

T = ξ {(3/2)[L (L·S) + (L·S) L] − L(L+1) S}.  (11)

One matrix element fixes ξ. The state M_L = L, M_S = S is the stretched state of J = L + S, on which L·S has the eigenvalue LS. Equation (11) gives

⟨Tz⟩ = ξ [3L · LS − L(L+1)S] = ξ L S (2L − 1).  (12)

For the Hund term this state is a single determinant. For n ≤ 2l + 1 the largest M_S requires all spins up, so S = n/2, and the largest M_L then requires m = l, l − 1, …, l − n + 1. No other determinant has these values of M_S and M_L. S₊ and L₊ annihilate it, so it is the top state of a term that occurs exactly once, with

L = Σ_(k=0)^(n−1) (l − k) = n(2l + 1 − n)/2.

The expectation value of a one-electron operator in a determinant is the sum of its diagonal elements, here ½ Σ t_m. With Σ(l−k)² = nl² − l n(n−1) + n(n−1)(2n−1)/6,

Σ [3m² − l(l+1)] = (n/2)[4l² + 4l − 6ln + 2n² − 3n + 1] = (n/2)(2l + 1 − n)(2l + 1 − 2n),

where the last step is checked by expanding (2l+1)² − 3n(2l+1) + 2n². The sum is thus L(2l + 1 − 2n), and with n = 2S

⟨Tz⟩ = L (2l + 1 − 4S)/[(2l−1)(2l+3)].  (13)

Beyond half filling the spin-up orbitals are all occupied. They contribute nothing to L and nothing to Σ t_m, as the same formula shows at n = 2l + 1. The n′ = n − (2l+1) spin-down electrons occupy m = l, l − 1, … and give ⟨Tz⟩ = −L(2l + 1 − 2n′)/[(2l−1)(2l+3)]. Now 2S = 2l + 1 − n′, so −(2l + 1 − 2n′) = 2l + 1 − 4S and (13) holds unchanged. In both halves L = S(2l + 1 − 2S). Equating (12) and (13),

ξ = (2l + 1 − 4S)/[S (2l−1)(2l+3)(2L−1)].  (14)

For f electrons the denominator is 45 S(2L − 1). At half filling L = 0, the tensor Q vanishes, T is zero in the whole term, and ξ is undetermined. The value 2/45 that (14) returns for f⁷ multiplies zero and carries no meaning.

The sign of ξ follows 7 − 4S, and (10) shows why. The quantity 3m² − 12 equals 15, 0, −9, −12 for |m| = 3, 2, 1, 0. Filling from m = 3 downward gives the partial sums 15, 15, 6, −6, −15, −15, 0. The spin density is flattened into the equatorial plane for up to three parallel electrons and stretched along the axis for four to six. The change of sign lies between S = 3/2 and S = 2.

Q. That is the stretched state, which is the ground level only for the heavy half of the series. What about J = L − S?

A. Within one level J every vector operator V is proportional to J, and the projection theorem gives ⟨J M|V_z|J M⟩ = M⟨J·V⟩/[J(J+1)]. Let

λ = ⟨L·S⟩ = ½ [J(J+1) − L(L+1) − S(S+1)].

Then J·L = L(L+1) + λ and J·S = S(S+1) + λ. J commutes with L·S, so both orderings in (11) give λ[L(L+1) + λ]. Thus ⟨J·T⟩ = ξ{3λ[L(L+1) + λ] − L(L+1)[S(S+1) + λ]}, and

⟨Tz⟩/M = ξ [3λ² + 2L(L+1)λ − L(L+1)S(S+1)]/[J(J+1)].  (15)

This holds for every level of the Hund term with J > 0.

For J = L + S, λ = LS, and the bracket is LS[3LS + 2L² + 2L − (L+1)(S+1)] = LS[2L² + 2LS + L − S − 1] = LS(2L−1)(L+S+1). Hence

J = L + S:  ⟨Tz⟩/M = ξ L S (2L−1)/J,  ⟨Sz⟩/M = S/J,  ⟨Lz⟩/M = L/J,

which returns (12) at M = J.

For J = L − S, λ = −S(L+1), and the bracket is S(L+1)[3S(L+1) − 2L(L+1) − L(S+1)] = S(L+1)[2SL + 3S − 2L² − 3L] = −S(L+1)(2L+3)(L − S). The factor L − S cancels against J. Also J·S = −S(L − S) and J·L = (L+1)(L − S). Hence

J = L − S:  ⟨Tz⟩/M = −ξ S (L+1)(2L+3)/(J+1),  ⟨Sz⟩/M = −S/(J+1),  ⟨Lz⟩/M = (L+1)/(J+1).

The ratios are ⟨Tz⟩/⟨Sz⟩ = ξ(L+1)(2L+3) for the light half and ξL(2L−1) for the heavy half. Since T_z, S_z and L_z are all multiples of J_z inside one level, these ratios survive thermal population of the M sublevels and any crystal field treated within that level. They change when other J levels are populated or admixed.

For M = −J, where the magnetic moment points along +z, f¹ has ξ = 5/(½ · 45 · 5) = 2/45 and

⟨Tz⟩ = (5/2)(2/45)(1/2)(4)(9)/(7/2) = 4/7.

For f², ξ = 3/(45 · 9) = 1/135 and ⟨Tz⟩ = 4 · 6 · 13/(135 · 5) = 104/225. For f¹² the constant ξ is again 1/135, but the level is J = 6 and ⟨Tz⟩ = −5 · 9/135 = −1/3. The whole series at M = −J, in units of ħ, is

 n   J     ξ        Tz       Sz      Sz+3Tz
 1   5/2   2/45     4/7      0.357   2.071
 2   4     1/135    104/225  0.800   2.187
 3   9/2   2/1485   21/121   1.227   1.748
 4   4     −1/990   −28/165  1.600   1.091
 5   5/2   −2/675   −26/63   1.786   0.548
 7   7/2   (none)   0        −3.500  −3.500
 8   6     −1/135   1/3      −3.000  −2.000
 9   15/2  −2/675   1/3      −2.500  −1.500
 10  8     −1/990   2/15     −2.000  −1.600
 11  15/2  2/1485   −2/15    −1.500  −1.900
 12  6     1/135    −1/3     −1.000  −2.000
 13  7/2   2/45     −1/3     −0.500  −1.500

The configurations fⁿ and f¹⁴⁻ⁿ share ξ and differ in ⟨Tz⟩ because their ground levels differ. Equating S_eff with ⟨Sz⟩ overstates the spin by the factor 2.0714/0.3571 = 5.8 for f¹ and by 3 for f¹³, and it yields only 0.5476/1.7857 = 0.31 of the spin for f⁵. In this table it is exact for f⁷ alone. The program obtains these states by diagonalizing S², L² and L·S among Slater determinants at fixed M. It asserts (15) for every level of the Hund term that occurs at M = ½ (odd n) or M = 1 (even n), and it asserts (11) for the full matrix between those levels.

Q. You left out f⁶. The formula for J = L − S gives a finite ratio ξ(L+1)(2L+3) there. Why not use it?

A. Because it does not apply. The cancellation of L − S against J divides zero by zero when J = 0. In the level ⁷F₀ the expectation values ⟨Tz⟩, ⟨Sz⟩ and ⟨Lz⟩ all vanish, and any dichroism comes from admixture of another level. Take a perturbation b(Lz + 2Sz) at zero temperature and work to first order in b. The perturbation has no matrix elements between different terms, and as a vector operator it connects J = 0 only to |J = 1, M = 0⟩. The perturbed state is |0⟩ + ε|1⟩ with ε real, and every vector operator has ⟨V_z⟩ = 2ε⟨1|V_z|0⟩. The ratio ⟨Tz⟩/⟨Sz⟩ is then a ratio of off-diagonal elements and is independent of b and of the level spacing.

J = 0 requires L = S. The values of L·S are λ₀ = −L(L+1) and λ₁ = 1 − L(L+1). Since J_z|0⟩ = 0, we have ⟨1|Lz|0⟩ = −⟨1|Sz|0⟩. In (11) the operator L·S acts to the right on |0⟩ in one ordering and to the left on ⟨1| in the other, so

⟨1|Tz|0⟩ = ξ {−(3/2)(λ₀ + λ₁) − L(L+1)} ⟨1|Sz|0⟩ = ξ [2L(L+1) − 3/2] ⟨1|Sz|0⟩,

⟨Tz⟩/⟨Sz⟩ = ξ (2L−1)(2L+3)/2.

For f⁶, with ξ = −1/135 and L = 3, this is −45/270 = −1/6, and S_eff is one half of ⟨Sz⟩. The continuation of the diagonal formula would give −4/15. The program diagonalizes the f⁶ problem in a weak field, finds −0.1667, and asserts agreement with the off-diagonal result and disagreement with −4/15.

The constants of both rules are now explicit, and ⟨Tz⟩ is known in closed form for the Hund ground term in pure LS coupling, with f⁶ treated through its field-induced moments. It remains to see how far mixing of the two edges, departures from LS coupling and a replaced denominator I spoil the results.
